# Circularly polarized absorption and electron spin in GaAs: strengths and conditions: test program

```python
"""Optical spin orientation at the zone centre of a zinc-blende crystal.
Result under test: for light carrying angular momentum +hbar along z, the
strengths |<f|e.p|i>|^2 / |P|^2 into the s-like Gamma6 doublet are
  heavy hole 1 (spin down), light hole 1/3 (up), split-off 2/3 (up),
so s = (n_up - n_down)/(n_up + n_down) is -1/2 for Gamma8 and 0 for the
equal-weight sum of Gamma8 and Gamma7.
P = <S|p_x|X>; valence basis: orbitals X, Y, Z times spin up, down.
Also tested: s = -1/2 for each hole band after averaging over k directions,
and the parabolic-band formula for s as a function of photon energy.
"""
import itertools
import numpy as np
from scipy import constants as const

# Symmetry operations of T_d: signed permutations with sign product +1
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            op = np.zeros((3, 3))
            for row in range(3):
                op[row, perm[row]] = signs[row]
            operations.append(op)
assert len(operations) == 24

# A general table <S|p_a|X_j>, averaged over the group
general = np.array([[1.3, 0.4, -0.7], [0.2, 0.6, 0.9], [-0.5, 0.8, 2.1]])
table_td = sum(R @ general @ R.T for R in operations) / 24
P_value = table_td[0, 0]
assert np.allclose(table_td, P_value * np.eye(3), atol=1e-12)
d2_group = [R for R in operations if np.count_nonzero(np.diag(R)) == 3]
table_d2 = sum(R @ general @ R.T for R in d2_group) / len(d2_group)
assert len(d2_group) == 4 and np.ptp(np.diag(table_d2)) > 0.1
momentum = table_td / P_value

# Angular momentum matrices, in units of hbar
L = np.zeros((3, 3, 3), complex)
for a, b, c in itertools.permutations(range(3)):
    L[a, b, c] = -1j * np.linalg.det(np.eye(3)[[a, b, c]])
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[a], sigma[a] / 2) for a in range(3))
Jz = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), sigma[2] / 2)


def transition_matrix(e):
    """2 x 6 matrix of e.p / P from valence states to conduction spins."""
    return np.kron((np.array(e) @ momentum)[None, :], np.eye(2))


def polarization(G):
    return np.trace(sigma[2] @ G).real / np.trace(G).real


def show(x):
    return f"{round(float(x), 4) + 0.0:.4f}"


M_plus = transition_matrix(np.array([1, 1j, 0]) / np.sqrt(2))
M_minus = transition_matrix(np.array([1, -1j, 0]) / np.sqrt(2))
M_linear = transition_matrix([1, 0, 0])

# Spin-orbit levels; a small Jz term separates the m values
splitting = 0.3  # eV
so_levels = np.linalg.eigvalsh(2 * splitting / 3 * LS)
assert np.allclose(so_levels, [-0.2, -0.2, 0.1, 0.1, 0.1, 0.1])
_, states = np.linalg.eigh(LS + 1e-3 * Jz)
expected = {("Gamma8", -3, "down"): 1, ("Gamma8", -1, "up"): 1 / 3,
            ("Gamma7", -1, "up"): 2 / 3}
strengths = {}
gamma8_columns = []
for col in range(6):
    v = states[:, col]
    two_m = int(round(2 * (v.conj() @ Jz @ v).real))
    is_gamma8 = (v.conj() @ LS @ v).real > 0
    name = "Gamma8" if is_gamma8 else "Gamma7"
    if is_gamma8:
        gamma8_columns.append(col)
    for spin, amplitude in zip(("up", "down"), M_plus @ v):
        key = (name, two_m, spin)
        strengths[key] = abs(amplitude) ** 2
        assert abs(strengths[key] - expected.get(key, 0)) < 1e-10
assert len(strengths) == 12

V8 = states[:, gamma8_columns]
Pi8 = V8 @ V8.conj().T
Pi7 = np.eye(6) - Pi8
G8 = M_plus @ Pi8 @ M_plus.conj().T
G7 = M_plus @ Pi7 @ M_plus.conj().T
G_all = M_plus @ M_plus.conj().T
heavy = strengths[("Gamma8", -3, "down")]
light = strengths[("Gamma8", -1, "up")]
assert abs(heavy / light - 3) < 1e-10
assert abs(polarization(G8) + 0.5) < 1e-10
assert abs(polarization(G7) - 1) < 1e-10
assert np.allclose(G_all, np.eye(2), atol=1e-12)
s_minus = polarization(M_minus @ Pi8 @ M_minus.conj().T)
s_linear = polarization(M_linear @ Pi8 @ M_linear.conj().T)
assert abs(s_minus - 0.5) < 1e-10 and abs(s_linear) < 1e-10


def hole_projectors(k, g1, g2, g3):
    """Heavy and light doublets of the k.p Hamiltonian inside Gamma8."""
    k = np.array(k, float)
    H = -6 * g3 * np.outer(k, k)
    for a in range(3):
        H[a, a] = (-(g1 + 4 * g2) * k[a] ** 2
                   - (g1 - 2 * g2) * (k @ k - k[a] ** 2))
    energy, u = np.linalg.eigh(V8.conj().T @ np.kron(H, np.eye(2)) @ V8)
    assert energy[2] - energy[1] > 0.1
    w = V8 @ u
    return w[:, 2:] @ w[:, 2:].conj().T, w[:, :2] @ w[:, :2].conj().T


# k along the light axis, then all directions related to a general k
axis_G = [M_plus @ Q @ M_plus.conj().T
          for Q in hole_projectors([0, 0, 1], 7, 2, 3)]
assert np.allclose([np.trace(G).real for G in axis_G], [1, 1 / 3])
assert np.allclose([polarization(G) for G in axis_G], [-1, 1])
k_general = np.array([0.3, 0.5, 0.8])


def averaged_projectors(g1, g2, g3):
    pairs = [hole_projectors(R @ k_general, g1, g2, g3) for R in operations]
    return [sum(pair[i] for pair in pairs) / 24 for i in range(2)]


single_G = [M_plus @ Q @ M_plus.conj().T
            for Q in hole_projectors(k_general, 7, 2, 3)]
assert all(abs(polarization(G) + 0.5) > 0.01 for G in single_G)
warped = averaged_projectors(7, 2, 3)
assert all(np.allclose(Q, Pi8 / 2, atol=1e-10) for Q in warped)
mean_G = [M_plus @ Q @ M_plus.conj().T for Q in warped]
assert np.allclose([np.trace(G).real for G in mean_G], 2 / 3)
assert np.allclose([polarization(G) for G in mean_G], -0.5)

# Photon-energy dependence with round model parameters
gap = 1.4  # eV
m_electron = 0.07
m_holes = np.array([0.5, 0.08, 0.15])  # heavy, light, split-off; units m0
mu = m_electron * m_holes / (m_electron + m_holes)
edges = np.array([gap, gap, gap + splitting])


def polarization_formula(J):
    return (J[2] - (J[0] + J[1]) / 2) / np.sum(J)


def joint_density(photon):
    return mu ** 1.5 * np.sqrt(np.maximum(photon - edges, 0))


# Direct k sum: k in 1/nm, energies in eV, narrow Gaussian energy window
hb2_2m = const.hbar ** 2 / (2 * const.m_e) / const.e * 1e18
k_grid = np.linspace(0, 2.5, 50001)
width = 0.002
spherical = averaged_projectors(7, 2.5, 2.5)
band_G = [M_plus @ Q @ M_plus.conj().T for Q in spherical + [Pi7]]
spectrum = []
for photon in (1.6, 1.8, 2.0):
    G_sum = np.zeros((2, 2), complex)
    for i in range(3):
        detuning = photon - edges[i] - hb2_2m * k_grid ** 2 / mu[i]
        weight = np.sum(k_grid ** 2 * np.exp(-0.5 * (detuning / width) ** 2))
        G_sum += weight * band_G[i]
    direct = polarization(G_sum)
    formula = polarization_formula(joint_density(photon))
    # tolerance covers the finite energy window of the direct sum
    assert abs(direct - formula) < 5e-4
    spectrum.append((photon, joint_density(photon), formula, direct))
s_limit = polarization_formula(mu ** 1.5)
s_equal = polarization_formula(np.ones(3))
assert abs(s_equal - polarization(G_all)) < 1e-10

print("Strengths for sigma+ light, units |P|^2")
for (name, two_m, spin), value in sorted(strengths.items()):
    print(f"  {name} m={two_m:+d}/2 -> {spin}: {show(value)}")
print("Heavy:light strength ratio:", show(heavy / light))
for label, G in (("Gamma8", G8), ("Gamma7", G7), ("all six", G_all)):
    print(f"{label}: n_up={show(G[0, 0].real)}, "
          f"n_down={show(G[1, 1].real)} |P|^2, "
          f"s={show(100 * polarization(G))} percent")
print("Gamma8, sigma- light: s =", show(100 * s_minus), "percent")
print("Gamma8, linear light: s =", show(100 * s_linear), "percent")
print("Hole bands at k not zero (strength in |P|^2, s in percent)")
for label, pair in (("k along z", axis_G), ("one general k", single_G),
                    ("average over directions", mean_G)):
    for band, G in zip(("heavy", "light"), pair):
        print(f"  {label}, {band}: strength {show(np.trace(G).real)}, "
              f"s {show(100 * polarization(G))}")
print(f"Model gap {gap} eV, splitting {splitting} eV")
print("Spin-orbit levels (eV): Gamma8", show(so_levels[-1]),
      "Gamma7", show(so_levels[0]))
print("Electron mass (m0):", m_electron)
print("Heavy, light, split-off masses (m0):", *m_holes)
print("Reduced masses (m0):", *[show(x) for x in mu])
for photon, J, formula, direct in spectrum:
    print(f"Photon {photon:.1f} eV: J_h, J_l, J_s (m0^1.5 eV^0.5) =",
          *[f"{x:.6f}" for x in J])
    print(f"  s formula {100 * formula:.2f}, k sum {100 * direct:.2f} percent")
print(f"Formal high-energy limit: s = {100 * s_limit:.2f} percent")
print("Equal joint densities: s =", show(100 * s_equal), "percent")
print("all assertions hold")
```

Running it gives:

```
Strengths for sigma+ light, units |P|^2
  Gamma7 m=-1/2 -> down: 0.0000
  Gamma7 m=-1/2 -> up: 0.6667
  Gamma7 m=+1/2 -> down: 0.0000
  Gamma7 m=+1/2 -> up: 0.0000
  Gamma8 m=-3/2 -> down: 1.0000
  Gamma8 m=-3/2 -> up: 0.0000
  Gamma8 m=-1/2 -> down: 0.0000
  Gamma8 m=-1/2 -> up: 0.3333
  Gamma8 m=+1/2 -> down: 0.0000
  Gamma8 m=+1/2 -> up: 0.0000
  Gamma8 m=+3/2 -> down: 0.0000
  Gamma8 m=+3/2 -> up: 0.0000
Heavy:light strength ratio: 3.0000
Gamma8: n_up=0.3333, n_down=1.0000 |P|^2, s=-50.0000 percent
Gamma7: n_up=0.6667, n_down=0.0000 |P|^2, s=100.0000 percent
all six: n_up=1.0000, n_down=1.0000 |P|^2, s=0.0000 percent
Gamma8, sigma- light: s = 50.0000 percent
Gamma8, linear light: s = 0.0000 percent
Hole bands at k not zero (strength in |P|^2, s in percent)
  k along z, heavy: strength 1.0000, s -100.0000
  k along z, light: strength 0.3333, s 100.0000
  one general k, heavy: strength 0.7815, s -72.0436
  one general k, light: strength 0.5518, s -18.7805
  average over directions, heavy: strength 0.6667, s -50.0000
  average over directions, light: strength 0.6667, s -50.0000
Model gap 1.4 eV, splitting 0.3 eV
Spin-orbit levels (eV): Gamma8 0.1000 Gamma7 -0.2000
Electron mass (m0): 0.07
Heavy, light, split-off masses (m0): 0.5 0.08 0.15
Reduced masses (m0): 0.0614 0.0373 0.0477
Photon 1.6 eV: J_h, J_l, J_s (m0^1.5 eV^0.5) = 0.006805 0.003226 0.000000
  s formula -50.00, k sum -50.00 percent
Photon 1.8 eV: J_h, J_l, J_s (m0^1.5 eV^0.5) = 0.009623 0.004562 0.003297
  s formula -21.71, k sum -21.71 percent
Photon 2.0 eV: J_h, J_l, J_s (m0^1.5 eV^0.5) = 0.011786 0.005588 0.005711
  s formula -12.89, k sum -12.89 percent
Formal high-energy limit: s = -2.40 percent
Equal joint densities: s = 0.0000 percent
all assertions hold
```
